Minimum and inner maximum of the exponential-six potential

**Problem**

The interaction of two molecules in a precursor vapour can be modelled by an exponential repulsion and a dispersion attraction,

U(r) = A exp(−αr/r_m) − C/r⁶.

Here r is the distance between the molecular centres and α > 0 is a dimensionless steepness. The length r_m is the intended position of the minimum and ε > 0 its intended depth. The energy is measured from that of two separated molecules.

(a) Find A and C from the conditions U(r_m) = −ε and U′(r_m) = 0. For which α does the first term repel and the second attract?

(b) These conditions make r_m a stationary point, not necessarily a minimum. For which physically admissible α is it a minimum?

(c) For α = 14, find the position and height of any further stationary point, and decide whether it has physical meaning. Use r_m = 0.46 nm and ε/k_B = 200 K, with k_B the Boltzmann constant, for a number in laboratory units.

**First estimate by scaling**

At r_m the repulsive and attractive forces cancel. For r_m to be a minimum, repulsion must win when the molecules move slightly closer, and attraction must win when they move slightly apart. The repulsive force must therefore fall off faster with distance than the attractive one.

Let x = r/r_m. The repulsive force varies as exp(−αx), with relative rate of decrease α. The attractive force varies as x⁻⁷, with relative rate 7/x, which is 7 at x = 1. The comparison suggests the threshold α = 7. The number is 7 and not 6 because forces are compared, not energies.

Close to the origin the exponential tends to a constant while the attraction grows without limit, so attraction must win again. To estimate where, write the balance of forces, normalized to cancel at x = 1:

exp[α(1−x)] = x⁻⁷.

For a rough estimate, replace the left side by its value at the origin, exp(α); this is accurate only if αx is small. Then

x ≈ exp(−α/7).

For α = 14 this is exp(−2) ≈ 0.135, or about 0.06 nm. The energy there can be estimated once A and C are known.

**Exact solution: the coefficients**

The derivative of the potential is

U′(r) = −(αA/r_m) exp(−αr/r_m) + 6C/r⁷.

Setting it to zero at r_m gives

C = (α/6) r_m⁶ A exp(−α).

Insert this into U(r_m) = −ε:

A exp(−α) (1 − α/6) = −ε.

Multiplying by 6 and dividing by 6 − α gives

A = 6ε exp(α)/(α−6),  C = αε r_m⁶/(α−6).

There is no solution at α = 6. For α > 6 both coefficients are positive, as the physical reading requires. For 0 < α < 6 both are negative: the exponential then attracts and the inverse sixth power repels. This answers (a), and the condition α > 6 is kept from here on.

With U = ε u(x), the potential becomes

u(x) = [6 exp(α(1−x)) − αx⁻⁶]/(α−6).

**Exact solution: the minimum**

Differentiate u and take out the factor x⁻⁷:

u′(x) = [6α/(α−6)] [x⁻⁷ − exp(α(1−x))]
= [6α/(α−6)] x⁻⁷ [1 − exp(g)],

where

g(x) = 7 ln x + α(1−x).

The prefactor is positive for α > 6, so u rises where g < 0 and falls where g > 0. Stationary points are the zeros of g, and g(1) = 0.

To obtain the curvature at x = 1, differentiate once more. The term containing the derivative of x⁻⁷ vanishes, because it multiplies 1 − exp(g) = 0. The remaining term contains −g′(1) = −(7−α), so

u″(1) = 6α(α−7)/(α−6).

For α > 7 the curvature is positive and x = 1 is a local minimum. For 6 < α < 7 it is negative and x = 1 is a maximum.

At α = 7 the curvature is zero and the sign of u′ must be examined directly. There g = 7(ln x + 1 − x). Since ln x ≤ x − 1, with equality only at x = 1, g is negative everywhere else. Thus u rises on both sides of x = 1, which is a horizontal inflection. Within the physical range α > 6, the intended minimum exists if and only if α > 7.

The restriction to α > 6 matters. At α = 5 the curvature formula gives +60, so the expression again has a minimum at x = 1, but with the roles of the two forces exchanged.

**The second stationary point**

The second derivative g″ = −7/x² is negative, so g is strictly concave, with its top at x = 7/α. It tends to −∞ both for x → 0 and for x → ∞. If α ≠ 7, the zero at x = 1 is not at the top; the top is therefore positive, and g has exactly two zeros, one on each side of it.

For α > 7 the top lies below x = 1, and so does the second zero. Going outward, u rises, falls and rises again: the inner zero is a maximum and x = 1 is the minimum. This minimum is local, since u → −∞ as x → 0.

For 6 < α < 7 the second zero lies outside x = 1 and is itself a minimum. At α = 6.5, numerical minimization places it at x = 1.158 with energy −1.094 ε. The model still has a local well, but not at the distance or with the depth named by its parameters. Only the maximum at x = 1, at energy −ε and 0.094 ε above the well, separates it from the fall to −∞, so a pair colliding head-on passes over this maximum.

Near the threshold the second point can be found by expansion. Let δ = α − 7 and x = 1 + s, with both δ and s small. To second order,

g ≈ −δs − 7s²/2,

whose second zero is s ≈ −2δ/7. To leading order the prefactor of u′ is 42 and 1 − exp(g) ≈ −g, so

u′ ≈ 42(δs + 7s²/2).

Integrating from 0 to −2δ/7 gives the energy of the second point relative to x = 1:

Δu ≈ 42[δs²/2 + 7s³/6] = 42δ³(2/49 − 4/147) = 4δ³/7.

Just above the threshold, the barrier protecting the minimum is therefore only of order δ³. The condition α > 7 secures a minimum, but not a useful barrier: numerically, the top of the barrier stays below the energy of separated molecules until α ≈ 8.1. For δ = −0.5 the expansion gives x ≈ 1.143 and energy −1.071 ε. Measured from x = 1 and from −ε, these shifts are about 9% and 24% smaller in size than the numerical ones above, so the expansion is only a rough guide at this δ.

**The inner maximum for α = 14**

Dividing g = 0 by 7 gives

h(x) = ln x + 2(1−x) = 0.

At x = exp(−2), h = −2exp(−2) < 0. At x = 1/2, h = 1 − ln 2 > 0. Between these points h′ = 1/x − 2 is positive except at the upper end, so there is one root. Newton's method uses

x_new = x − [ln x + 2(1−x)]/(1/x − 2).

Because h is concave, its tangent lies above it. Starting to the left of the root, each tangent therefore meets zero at or before the root, and the iteration approaches from below. The start x = exp(−2) gives

0.135335 → 0.185561 → 0.201935 → 0.203181 → 0.203188.

The next iterate agrees to the digits shown. The inner maximum lies at

x_max = 0.203188,  r_max = 0.203188 × 0.46 nm = 0.0935 nm.

For the height, use exp(α(1−x)) = x⁻⁷, which holds at a stationary point:

u_max = x_max⁻⁷ (6 − αx_max)/(α−6).

With x_max⁻⁷ ≈ 6.994 × 10⁴ and 6 − 14x_max ≈ 3.155,

u_max ≈ 6.994 × 10⁴ × 3.155/8 ≈ 2.76 × 10⁴.

Since ε = 17.23 meV, the height is about 475 eV.

**Comparison with the estimate**

The force argument gave the threshold α = 7 correctly, because comparing relative rates at a point of balance is equivalent to finding the sign of the curvature.

The estimated position 0.135 is 33% below the true value. Rewriting the exact condition as

x = exp(−α/7) exp(αx/7)

shows the neglected factor. At the root it is exp(0.406) ≈ 1.50, which is the whole discrepancy. The estimate improves for large α, where α exp(−α/7) tends to zero.

The height suffers more. With the exponential again held at its value at the origin, and x⁻⁶ = exp(12), the estimate is

u ≈ [6 exp(14) − 14 exp(12)]/8 ≈ 6.2 × 10⁵,

about 22 times the true height. The true repulsion is smaller than assumed by a factor exp(14x_max) ≈ 17, while the dispersion term is smaller by only 1.50⁶ ≈ 11. Scaling locates the maximum roughly, but cannot supply its height at this α.

**Why the maximum is unphysical**

The law −C/r⁶ describes molecules whose electron clouds are well separated. It fails when they overlap, and at still shorter distances the nuclei repel. The fall of U towards −∞ is thus a fault of the formula.

One correction multiplies the dispersion term by the Tang–Toennies damping factor. With y = αx,

f₆(y) = 1 − exp(−y) Σ_{k=0}^{6} y^k/k! = exp(−y) Σ_{k≥7} y^k/k!.

Its derivative is exp(−y)y⁶/720, because all other terms cancel in pairs. Keep A, C and α fixed. Since αx⁻⁶ = α⁷y⁻⁶, the damped energy is

u_d = [6 exp(α−y) − α⁷y⁻⁶f₆(y)]/(α−6).

Differentiating with respect to y, and multiplying by dy/dx = α, gives

u_d′(x) = [α exp(−y)/(α−6)] S(y),

S(y) = −6 exp(α) − α⁷/720 + 6α⁷ Σ_{k≥7} y^(k−7)/k!.

At y = 0 the sum is 1/5040, so the last term is α⁷/840, too small to cancel α⁷/720; S starts negative. It then increases without limit, since every added term is positive. It has one zero, where the slope changes from negative to positive. The damped potential has a single stationary point, a minimum, and the inner maximum has disappeared.

At the former maximum f₆ = 0.026, so almost all the dispersion energy used there was spurious. The energy rises from 2.76 × 10⁴ ε to 5.18 × 10⁴ ε. At x = 1, by contrast, f₆ = 0.986. Numerical minimization puts the damped well at x = 1.005 with depth 0.976 ε, so at α = 14 the position and depth of the well hardly change. At smaller α they do change: for α = 9 the damped well lies near x = 1.1 with depth about 0.65 ε. The damped energy also stays finite at the origin, about 9 × 10⁵ ε for α = 14, so the repulsion of the nuclei is still missing.

**Reading the numbers for a precursor vapour**

The chosen r_m and ε are rough values in the regime of silane, treated as a sphere of mass 32 u. At 900 K, k_BT = 77.6 meV, or 4.5 ε. A numerical root search shows that a head-on collision with this relative energy turns back at 0.373 nm, far outside r_max. The barrier is about 6100 k_BT high. The semiclassical tunnelling exponent, 2∫√(2μ(U−E)) dr/ħ, with reduced mass μ = 16 u, E = k_BT and the integral taken across the barrier, is about 3600. Neither thermal motion nor tunnelling reaches the false inner region at this temperature.

A computer simulation can still reach it if molecules are placed at random or moved in large jumps. Below 0.075 nm, again from a root search, the false well is deeper than the true one. Moreover, the integral of exp(−U/k_BT) r² over r diverges at the origin, so the undamped formula cannot give a second virial coefficient. One remedy is to set U = +∞ for r < r_max; another is to damp the dispersion.

The 475 eV is a property of the formula, not a prediction for silane. The distance 0.0935 nm is shorter than the Si–H bond, roughly 0.15 nm, so the picture of two intact spheres has failed long before. Other omissions affect the well itself. Time-dependent Hartree–Fock theory gives C₈/C₆ ≈ 0.18 nm² for silane (0.175 nm² in the aug-cc-pVDZ basis, 0.183 nm² in aug-cc-pVTZ), so the omitted r⁻⁸ attraction, undamped, is more than 0.8 of the true r⁻⁶ term at r_m. The chosen parameters absorb part of it: the model's C is 478 atomic units, about 1.5 times the C₆ of roughly 315 atomic units found at the same level of theory. The repulsion also depends on how the molecules are oriented: if turning them shifts the contact distance by only 0.03 nm, the repulsion changes by a factor exp(14 × 0.03/0.46) ≈ 2.5, and a larger shift changes it more. Zero-point motion, from a numerical solution of the radial Schrödinger equation without rotation, takes 1.9 meV, or 11% of ε. For silane, the spherical two-term form is therefore at best an effective description near the well, averaged over orientations.
